# Barrier and Brønsted–Evans–Polanyi slope from two crossing parabolas: test program

```python
# Result under test: two parabolas of equal curvature, k x^2/2 and
# k (x-a)^2/2 + dE, with reorganisation energy L = k a^2/2, cross at
# Ea = (L+dE)^2/(4L); at fixed L the slope dEa/d(dE) is 1/2 + dE/(2L).
# x: reaction coordinate (nm), a: distance between minima (nm),
# dE: reaction energy (eV), H: electronic coupling (eV), T: temperature (K).
# Barriers come from numerical root finding or optimisation, slopes from
# finite differences; these are compared with the closed formulas.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.optimize import brentq, minimize_scalar

eV = const.electron_volt
nm = 1e-9
L0, a, dE0, T = 6.0, 0.085, -0.6, 500.0
H0, curvature_ratio, bond_depth, L_trend = 0.3, 0.85, 4.0, 0.1
mass_u = 35.0
mass = mass_u * const.atomic_mass
kT = const.k * T / eV


def close(value, expected, tol):
    assert abs(value - expected) <= tol, (value, expected, tol)


def parabolas(L, ratio=1.0):
    k = 2 * L / a**2
    return (lambda x: 0.5 * k * x**2,
            lambda x: 0.5 * ratio * k * (x - a)**2)


def morse_curves(L, depth):
    # Same force constant at the minimum as the parabolas.
    b = np.sqrt(2 * L / a**2 / (2 * depth))
    return (lambda x: depth * (1 - np.exp(-b * x))**2,
            lambda x: depth * (1 - np.exp(-b * (a - x)))**2)


def crossing(curves, dE):
    reactant, product = curves
    x = brentq(lambda y: reactant(y) - product(y) - dE, 0, a, xtol=1e-15)
    return x, reactant(x)


def derivative(function, point, step=1e-3):
    return (function(point + step) - function(point - step)) / (2 * step)


def lower_surface(x, curves, dE, H):
    e1, e2 = curves[0](x), curves[1](x) + dE
    return 0.5 * (e1 + e2) - np.sqrt(0.25 * (e1 - e2)**2 + H**2)


def coupled_barrier(curves, dE, H):
    xc = crossing(curves, dE)[0]
    opts = {"xatol": 1e-11}
    low = minimize_scalar(lambda x: lower_surface(x, curves, dE, H),
                          bounds=(-0.2 * a, 0.5 * xc),
                          method="bounded", options=opts)
    top = minimize_scalar(lambda x: -lower_surface(x, curves, dE, H),
                          bounds=(0.5 * xc, 0.5 * (xc + a)),
                          method="bounded", options=opts)
    return low.x, top.x, -top.fun - low.fun


def tunnelling_factor(x, V):
    # Thermal average of semiclassical transmission over the classical one.
    # x in nm, V in eV above the reactant minimum.
    i = int(np.argmax(V))
    near = slice(i - 20, i + 21)
    scale = x[i + 20] - x[i]
    fit = np.polyfit((x[near] - x[i]) / scale, V[near], 2)
    curvature = -2 * fit[0] / scale**2 * eV / nm**2
    quantum = const.hbar * np.sqrt(curvature / mass) / eV
    top = V[i]
    below = np.linspace(0, top, 501)
    gap = np.clip(V[None, :] - below[:, None], 0, None)
    action = trapezoid(np.sqrt(2 * mass * gap * eV), x * nm, axis=1)
    p_below = 1 / (1 + np.exp(2 * action / const.hbar))
    above = np.linspace(0, 25 * kT, 2001)
    p_above = 1 / (1 + np.exp(-2 * np.pi * above / quantum))
    total = trapezoid(p_below * np.exp(-(below - top) / kT), below)
    total += trapezoid(p_above * np.exp(-above / kT), above)
    return total / kT, quantum


# Barrier, slope and crossing position for several reorganisation energies.
for L in (1.0, 2.5, L0):
    curves = parabolas(L)
    close(curves[1](0.0) - curves[1](a), L, 1e-12)
    for fraction in (-0.9, -0.4, 0.0, 0.3, 0.85):
        dE = fraction * L
        x, barrier = crossing(curves, dE)
        slope = derivative(lambda e: crossing(curves, e)[1], dE)
        close(barrier, (L + dE)**2 / (4 * L), 1e-10)
        close(slope, 0.5 + dE / (2 * L), 1e-8)
        close(slope, x / a, 1e-8)

# Beyond |dE| = L the lower curve is monotonic between the minima.
path = np.linspace(0, a, 1001)
pair = parabolas(L0)
for sign in (-1, 1):
    envelope = np.minimum(pair[0](path), pair[1](path) + sign * 1.25 * L0)
    assert np.all(sign * np.diff(envelope) > 0)
inside = np.minimum(pair[0](path), pair[1](path) + dE0)
assert np.any(np.diff(inside) > 0) and np.any(np.diff(inside) < 0)

# Local straight line, its error, and fitted lines over symmetric windows.
x0, barrier0 = crossing(pair, dE0)
slope0 = derivative(lambda e: crossing(pair, e)[1], dE0)
for half_width in (0.4, 2.0):
    energies = np.linspace(dE0 - half_width, dE0 + half_width, 41)
    heights = np.array([crossing(pair, e)[1] for e in energies])
    close(np.polyfit(energies, heights, 1)[0], slope0, 1e-8)
    tangent = barrier0 + slope0 * (energies - dE0)
    close(np.max(heights - tangent), half_width**2 / (4 * L0), 1e-8)
range_two = np.sqrt(4 * L0 * kT * np.log(2))
for shift in (-range_two, range_two):
    excess = crossing(pair, dE0 + shift)[1] - barrier0 - slope0 * shift
    close(np.exp(excess / kT), 2.0, 1e-6)


# Reorganisation energy that changes along the reaction family.
def trend_barrier(dE):
    return crossing(parabolas(L0 + L_trend * (dE - dE0)), dE)[1]


trend_slope = derivative(trend_barrier, dE0)
close(trend_slope, 0.5 + dE0 / (2 * L0)
      + 0.25 * (1 - dE0**2 / L0**2) * L_trend, 1e-7)
intrinsic = L0 / 4


def straight_line_L(dE):
    return 2 * intrinsic + np.sqrt(4 * intrinsic**2 - dE**2)


for dE in (-2.4, -1.0, 0.0, 1.3, 2.4):
    height = crossing(parabolas(straight_line_L(dE)), dE)[1]
    close(height, intrinsic + dE / 2, 1e-10)

# General crossing rule from the two curve derivatives.
unequal = parabolas(L0, curvature_ratio)
morse = morse_curves(L0, bond_depth)
for curves in (unequal, morse):
    for dE in (-1.0, dE0, 0.5):
        x = crossing(curves, dE)[0]
        f1 = derivative(curves[0], x, 1e-6)
        f2 = derivative(curves[1], x, 1e-6)
        slope = derivative(lambda e: crossing(curves, e)[1], dE)
        close(slope, f1 / (f1 - f2), 1e-5)
k0 = derivative(lambda y: derivative(pair[0], y, 1e-5), 0.0, 1e-5)
k_morse = derivative(lambda y: derivative(morse[0], y, 1e-5), 0.0, 1e-5)
close(k_morse / k0, 1.0, 1e-5)

# Coupled surface: product weight, slope rule and symmetric barrier.
for H in (0.1, 0.3, 0.6):
    for dE in (-1.0, -0.6, 0.0, 0.8):
        xr, xt, height = coupled_barrier(pair, dE, H)
        for x in (xr, xt):
            matrix = [[pair[0](x), H], [H, pair[1](x) + dE]]
            vector = np.linalg.eigh(matrix)[1][:, 0]
            close(vector[1]**2, x / a, 1e-5)
        slope = derivative(lambda e: coupled_barrier(pair, e, H)[2], dE)
        close(slope, (xt - xr) / a, 1e-5)
    close(coupled_barrier(pair, 0.0, H)[2], (L0 - 2 * H)**2 / (4 * L0), 1e-9)
    shift_rate = derivative(
        lambda e: coupled_barrier(pair, e, H)[1] / a, 0.0, 0.01)
    close(shift_rate * 2 * (L0 - 2 * H), 1.0, 2e-3)


# Tunnelling on the lower coupled surface.
def coupled_tunnelling(dE):
    xr = coupled_barrier(pair, dE, H0)[0]
    x = np.linspace(xr, a, 4001)
    V = lower_surface(x, pair, dE, H0)
    return tunnelling_factor(x, V - V[0])


kappa, barrier_quantum = coupled_tunnelling(dE0)
xr, xt, coupled_height = coupled_barrier(pair, dE0, H0)
coupled_slope = derivative(lambda e: coupled_barrier(pair, e, H0)[2], dE0)
# Inverted parabola with the same height and curvature: known closed result.
k_top = mass * (barrier_quantum * eV / const.hbar)**2 * nm**2 / eV
edge = np.sqrt(2 * coupled_height / k_top)
x_par = np.linspace(-edge, edge, 4001)
kappa_par, quantum_par = tunnelling_factor(
    x_par, coupled_height - 0.5 * k_top * x_par**2)
half = quantum_par / (2 * kT)
close(kappa_par / (half / np.sin(half)), 1.0, 0.01)
tunnel_slope = derivative(
    lambda e: -kT * np.log(coupled_tunnelling(e)[0]), dE0, 0.05)

# Quantised reactant vibration: partition sum against classical phase space.
k_spring = 2 * L0 / a**2
k_SI = k_spring * eV / nm**2
well_quantum = const.hbar * np.sqrt(k_SI / mass) / eV
levels = (np.arange(400) + 0.5) * well_quantum
well_factor = (kT / well_quantum) / np.sum(np.exp(-levels / kT))

unequal_height = crossing(unequal, dE0)[1]
unequal_slope = derivative(lambda e: crossing(unequal, e)[1], dE0)
morse_height = crossing(morse, dE0)[1]
morse_slope = derivative(lambda e: crossing(morse, e)[1], dE0)
morse_L_fit = 4 * crossing(morse, 0.0)[1]
morse_L_vertical = morse[1](0.0) - morse[1](a)
both_height = coupled_barrier(morse, dE0, H0)[2]
both_slope = derivative(lambda e: coupled_barrier(morse, e, H0)[2], dE0)
kJmol = eV * const.N_A / 1000

print(f"Input reorganisation energy L = {L0:.2f} eV")
print(f"Input distance between minima a = {a:.3f} nm")
print(f"Input reaction energy dE = {dE0:.2f} eV")
print(f"Input temperature = {T:.0f} K; thermal energy kT = {kT:.5f} eV")
print(f"Input moving mass = {mass_u:.0f} u")
print(f"Force constant k = {k_SI:.1f} N/m")
print(f"Crossing position x* = {x0:.5f} nm; x*/a = {x0/a:.4f}")
print(f"Crossing barrier = {barrier0:.4f} eV = {barrier0*kJmol:.1f} kJ/mol")
print(f"Slope at dE (no unit) = {slope0:.4f}")
print("Family at fixed L: dE (eV), barrier (eV), slope, tangent (eV),"
      " rate error factor")
for shift in (-2.0, -0.4, 0.0, 0.4, 2.0):
    e = dE0 + shift
    height = crossing(pair, e)[1]
    slope = derivative(lambda y: crossing(pair, y)[1], e)
    line = barrier0 + slope0 * shift
    error = np.exp((height - line) / kT)
    print(f"  {e:6.2f}  {height:.4f}  {slope:.4f}  {line:.4f}  {error:.3g}")
print(f"Half-range for factor-two rate error = {range_two:.3f} eV")
print(f"Input trend dL/d(dE) = {L_trend:.2f} (no unit)")
print(f"Slope with this trend = {trend_slope:.4f}")
print(f"Straight-line case: intrinsic barrier c = {intrinsic:.2f} eV")
for e in (-2.0, 0.0, 2.0):
    Ls = straight_line_L(e)
    height = crossing(parabolas(Ls), e)[1]
    print(f"  dE = {e:.1f} eV: L = {Ls:.3f} eV, barrier = {height:.3f} eV")
print(f"Input curvature ratio product/reactant = {curvature_ratio:.2f}")
print(f"Unequal curvature: barrier = {unequal_height:.4f} eV,"
      f" slope = {unequal_slope:.4f}")
print(f"Input coupling H = {H0:.2f} eV")
print(f"Coupled parabolas: x_R/a = {xr/a:.4f}, x_TS/a = {xt/a:.4f}")
print(f"Coupled parabolas: barrier = {coupled_height:.4f} eV,"
      f" slope = {coupled_slope:.4f}")
print(f"Input Morse bond depth = {bond_depth:.2f} eV")
print(f"Morse crossing: barrier = {morse_height:.4f} eV,"
      f" slope = {morse_slope:.4f}")
print(f"Morse: vertical reorganisation energy = {morse_L_vertical:.3f} eV")
print(f"Morse: four times barrier at dE=0 = {morse_L_fit:.3f} eV")
print(f"Parabola formula with that fitted L: barrier ="
      f" {(morse_L_fit+dE0)**2/(4*morse_L_fit):.4f} eV,"
      f" slope = {0.5+dE0/(2*morse_L_fit):.4f}")
print(f"Morse with coupling: barrier = {both_height:.4f} eV,"
      f" slope = {both_slope:.4f}")
print(f"Reactant vibrational quantum = {well_quantum:.4f} eV")
print(f"Barrier-top quantum = {barrier_quantum:.4f} eV")
print(f"Tunnelling rate factor = {kappa:.3f}")
print(f"Reactant quantisation rate factor = {well_factor:.3f}")
print(f"Combined quantum rate factor = {kappa*well_factor:.3f}")
print(f"Equivalent barrier change = {-kT*np.log(kappa*well_factor):.4f} eV")
print(f"Slope change from tunnelling = {tunnel_slope:.5f}")
print("checks complete")
```

It prints:

```
Input reorganisation energy L = 6.00 eV
Input distance between minima a = 0.085 nm
Input reaction energy dE = -0.60 eV
Input temperature = 500 K; thermal energy kT = 0.04309 eV
Input moving mass = 35 u
Force constant k = 266.1 N/m
Crossing position x* = 0.03825 nm; x*/a = 0.4500
Crossing barrier = 1.2150 eV = 117.2 kJ/mol
Slope at dE (no unit) = 0.4500
Family at fixed L: dE (eV), barrier (eV), slope, tangent (eV), rate error factor
   -2.60  0.4817  0.2833  0.3150  47.9
   -1.00  1.0417  0.4167  1.0350  1.17
   -0.60  1.2150  0.4500  1.2150  1
   -0.20  1.4017  0.4833  1.3950  1.17
    1.40  2.2817  0.6167  2.1150  47.9
Half-range for factor-two rate error = 0.847 eV
Input trend dL/d(dE) = 0.10 (no unit)
Slope with this trend = 0.4747
Straight-line case: intrinsic barrier c = 1.50 eV
  dE = -2.0 eV: L = 5.236 eV, barrier = 0.500 eV
  dE = 0.0 eV: L = 6.000 eV, barrier = 1.500 eV
  dE = 2.0 eV: L = 5.236 eV, barrier = 2.500 eV
Input curvature ratio product/reactant = 0.85
Unequal curvature: barrier = 1.0849 eV, slope = 0.4653
Input coupling H = 0.30 eV
Coupled parabolas: x_R/a = 0.0031, x_TS/a = 0.4444
Coupled parabolas: barrier = 0.9333 eV, slope = 0.4413
Input Morse bond depth = 4.00 eV
Morse crossing: barrier = 0.5434 eV, slope = 0.4833
Morse: vertical reorganisation energy = 1.995 eV
Morse: four times barrier at dE=0 = 3.355 eV
Parabola formula with that fitted L: barrier = 0.5656 eV, slope = 0.4106
Morse with coupling: barrier = 0.3057 eV, slope = 0.4410
Reactant vibrational quantum = 0.0445 eV
Barrier-top quantum = 0.1321 eV
Tunnelling rate factor = 1.451
Reactant quantisation rate factor = 1.045
Combined quantum rate factor = 1.517
Equivalent barrier change = -0.0180 eV
Slope change from tunnelling = -0.00127
checks complete
```
